Why the commonest Si-O-Si angle need not be the energy minimum

In amorphous silica, each oxygen atom bridges two silicon atoms. The O-Si-O angles stay near the tetrahedral value, but the angle at the oxygen, Si-O-Si, varies widely from bridge to bridge. Together with rotations about the bonds, this variation lets the network be disordered. Suppose that a computer model of an oxide film is at hand. One measures the Si-O-Si angle θ at every oxygen, sorts the values into bins of equal width in degrees, and finds a broad hump with few entries near 180°. What does the top of the hump say about the bond?

A natural answer is that the top marks the angle of lowest bending energy, and that the empty region near 180° shows that straight bridges cost much energy. The reasoning behind it is respectable. In thermal equilibrium a state of energy V has the weight exp(−V/kT), where k is Boltzmann's constant and T the temperature. Low energy means high weight, so the most frequent angle should be the cheapest. For a coordinate such as x along a line, that argument is correct.

It fails here because an angle is not such a coordinate. The Boltzmann factor is the weight of one arrangement of the atoms, and equal intervals of θ do not contain equal numbers of arrangements.

**Counting the arrangements**

Consider first a single bridge that is free to take any orientation, in classical equilibrium at temperature T. Put the oxygen at the origin and let the first silicon define an axis. The second silicon lies at distance r, at angle θ from that axis, and at azimuth φ around it. Its volume element is

d³r = r² sin θ dr dθ dφ.

Let the energy be a bond-stretching part plus a bending part V(θ). The integrals over r and φ then give constants, and the number of bridges per unit angle is

p(θ) ∝ sin θ exp(−V(θ)/kT).

The sine has a simple picture. For fixed θ the second silicon can sit anywhere on a circle of radius r sin θ. At 90° this circle is as large as it can be, and at 180° it has shrunk to a point. With δ = π − θ in radians, sin θ = sin δ ≈ δ, so that close to the straight bridge

p ∝ δ exp(−V(π)/kT).

The count falls linearly to zero at 180° for any finite V(π), even if the straight bridge costs nothing at all. No repulsion is involved.

**Where the peak must lie**

Let V be smooth, with its only global minimum at θ0, and let θ0 lie between 90° and 180°. The position of the peak can be bounded without knowing anything else about V.

For θ > θ0, the sine is smaller than at θ0, and so is the Boltzmann factor. Hence p(θ) < p(θ0). For θ ≤ 180° − θ0, the sine is no larger than at θ0 and the Boltzmann factor is smaller, so again p(θ) < p(θ0). At θ0 itself the slope follows from

d(ln p)/dθ = cot θ − V′(θ)/kT.

There V′ = 0, and cot θ0 is negative because θ0 exceeds 90°. The histogram is already falling when it passes the energy minimum, so it was higher just before. Its highest point therefore satisfies

180° − θ0 < θpeak < θ0.

Smoothness matters: a potential with a sharp kink at θ0 could hold the peak there. For θ0 = 90° the cotangent vanishes and there is no shift.

At the peak the slope of ln p is zero, which gives the condition

V′(θpeak) = kT cot θpeak.

If kT is small, the peak is close to θ0. Then V′ ≈ V″(θ0)(θpeak − θ0), and the cotangent may be taken at θ0:

θpeak − θ0 ≈ kT cot θ0 / V″(θ0).

The shift is proportional to temperature and inversely proportional to stiffness. In a stiff, cold bond the misreading does little harm. The Si-O-Si bridge is soft, and the arrangement in a glass is inherited from a high temperature.

**A bridge with its minimum at 150°**

A convenient smooth potential is

V(θ) = (A/2)(c − c0)², with c = cos θ and c0 = cos θ0.

Take the round values θ0 = 150° and A = 3 eV, and suppose that the distribution froze at 1500 K, where kT = 0.1293 eV. Differentiating once and twice, with dc/dθ = −sin θ, gives

V′ = −A sin θ (c − c0),
V″ = A sin² θ − A c (c − c0).

At the minimum the second term of V″ vanishes, and the stiffness is A sin² θ0 = 3 × 0.25 = 0.750 eV/rad². The energy of the straight bridge, where c = −1, is

V(π) = (A/2)(1 + c0)² = 1.5 × (0.1340)² = 0.0269 eV.

This is only a fifth of kT. The Boltzmann factor at 180° is exp(−0.0269/0.1293) = 0.81, so a given straight arrangement is 81% as probable as a given arrangement at the minimum.

For the peak, insert V′ into the peak condition:

−A sin θ (c − c0) = kT c / sin θ.

Multiply by sin θ / kT, write sin² θ = 1 − c² and a = A/kT, and collect the terms on one side:

c + a(c − c0)(1 − c²) = 0.

For −1 ≤ c ≤ c0 the left side is negative, since c is negative and the other term is not positive. For 0 ≤ c ≤ 1 it is positive. Between c0 and 0 its derivative, 1 + a(1 − c²) − 2ac(c − c0), is a sum of positive terms. There is thus one root, and it lies between c0 and 0. With a = 23.21 it is c = −0.7801, or

θpeak = 141.3°.

The commonest angle lies 8.7° below the energy minimum. The balance can be followed in numbers. Going from 150° to 141.3° raises the sine from 0.500 to 0.626, a gain of 25%. The energy rises by 1.5 × (0.0859)² = 0.011 eV, which lowers the Boltzmann factor by 8%. The product is 15% higher at 141.3° than at 150°.

The small-kT formula would have given 0.1293 × (−1.732)/0.750 = −0.299 rad, or −17.1°, about twice the true shift. It has two faults of about equal size: it freezes the cotangent at θ0, and it takes V′ as linear. Curing either one alone brings the shift to about −11°. A simple improvement treats only the cotangent. Write x = θpeak − θ0 and keep the first change of the cotangent, whose derivative is −1/sin² θ:

V″x = kT(cot θ0 − x/sin² θ0),
x = kT cot θ0 / (V″ + kT/sin² θ0).

The added term in the denominator is 0.1293/0.25 = 0.517 eV/rad², comparable with the stiffness itself. The result is −0.224/1.267 = −0.177 rad, or −10.1°, much nearer to −8.7°. Part of this agreement is accidental, since the full cotangent with V′ still linear would give −11.3°.

The sine also empties the straight end of the histogram. Angles above 170° make up 3.3% of this distribution. If the sine were dropped and exp(−V/kT) normalized over θ alone, they would make up 16.8%. The potential is the same in both figures.

**How large the misreading becomes in energy**

Someone who omits the sine would reconstruct a potential as −kT ln p. Up to a constant, that expression equals

−kT ln p = V(θ) − kT ln(sin θ).

The second term looks like an energy, but it is geometry. Compare 170° with 150°. The true difference in V is 1.5 × (0.9848 − 0.8660)² = 0.021 eV. The spurious term adds 0.1293 × ln(0.5000/0.1736) = 0.137 eV. The apparent cost of opening the bridge is 0.158 eV, more than seven times the true one, and it grows without limit towards 180°. A force field fitted to it would make the bridges far too stiff against straightening.

The remedy is to count per unit solid angle. The band between θ1 and θ2 covers the solid angle 2π(cos θ1 − cos θ2), so each count should be divided by cos θ1 − cos θ2. Equivalently, one uses bins of equal width in cos θ. Since |dc| = sin θ dθ,

p(θ) dθ / |dc| = p(θ)/sin θ ∝ exp(−V/kT),

and this density does peak at θ0.

A sampling test shows both peaks in one set of data. Pairs of bonds were given independent random directions in space and weighted by exp(−V/kT), with no sine put in by hand. In bins 5° wide, the largest count fell in the bin centred on 140°. After division by solid angle, the largest value fell in the bin centred on 150°. The share of each bin agreed with the sine law to within 0.07 percentage points.

**A straight bond that looks bent**

The most instructive case is a bond whose energy is lowest at 180°. Take

V = B(1 + cos θ), with B = 0.50 eV.

Here V′ = −B sin θ. The peak condition, multiplied by sin θ / kT and with b = B/kT, becomes

−b(1 − c²) = c, or bc² − c − b = 0.

The two roots are c = [1 ± √(1 + 4b²)]/(2b). The upper sign gives c > 1, which is no angle, so

cos θpeak = [1 − √(1 + 4b²)]/(2b).

At 1500 K, b = 3.87 and the peak lies at 151.5°. A histogram with its top near 150° and almost nothing at 180° has come from a bond that prefers to be straight.

For b ≫ 1 the result can be read directly. Near 180°, V ≈ Bδ²/2 and p ∝ δ exp(−Bδ²/2kT). Setting the derivative of ln p to zero gives 1/δ = Bδ/kT, so

δpeak ≈ √(kT/B).

This is 0.508 rad, which puts the peak at 150.9°, close to the full result. The displacement now grows as the square root of T, not in proportion to T, so it persists to much lower temperatures than for a bent minimum.

A peak below 180° is therefore no evidence of a bent minimum. The density per solid angle separates the two cases if there are enough bridges: for this bond it rises all the way to 180°. The last bins cover little solid angle and hold few counts, so in a model with only a few hundred bridges noise can hide the difference.

**What the network adds**

A bridge in a glass is not free. It belongs to rings, it feels its neighbours, and the film may be under stress. One can still write

p(θ) ∝ sin θ exp(−W(θ)/kT),

but this now defines W, the potential of mean force. It contains the bond's own V and the average effect of everything else. Dividing by the sine recovers W, not V. The corrected histogram answers a better question than the raw one, but not yet the question about the isolated bond.

The network can even hide the shift. Add a constant torque τ that opens the angle, so that W = V − τ(θ − θ0). At θ0 the slope of ln p is cot θ0 + τ/kT, which vanishes if

τ = −kT cot θ0 = 0.1293 × 1.732 = 0.224 eV/rad.

Below θ0 the slope is then positive, because cot θ is larger and V′ is negative. Above θ0 it is negative, because cot θ is smaller and V′ is not negative. The peak sits at 150°, the minimum of V, yet W has no minimum there. Between 150° and 180° the restoring slope V′ = A sin θ (c0 − c) cannot exceed 3 × 0.5 × 0.134 = 0.20 eV/rad, which is less than τ. Below 150°, V′ is negative. So W falls all the way to 180°. Agreement between the histogram peak and the bond minimum is possible, but here it is a cancellation.

Two network effects were sized for the same θ0, A and freezing temperature. The first is ring closure. Isolated flexible rings were sampled with bond springs of 3000 eV/nm², O-Si-O springs of 5 eV/rad² about the tetrahedral angle, and a minimum distance of 0.25 nm between atoms three or more bonds apart. A free bridge has a mean angle of 143.2°. In rings of four silicon atoms the mean was 0.5° to 0.6° lower, and in rings of six it was 0.5° to 0.6° higher, with a sampling uncertainty of about 0.1°. The peak moves the same way, by less than 1°. Both shifts are small beside the 8.7° due to the sine. Rings of three silicon atoms are different. The six angles of such a ring add up to at most 720°, the value for a flat hexagon. If the three O-Si-O angles stay tetrahedral, the mean Si-O-Si angle cannot exceed about 130.5°. With the springs above, the O-Si-O angles do not stay tetrahedral but close to about 104° on average, and the mean Si-O-Si angle is about 130°, some 13° below the free value. In these rings closure matters more than the sine, so the estimate does not apply to a film that contains many of them.

The second effect is film stress. Let a compressive stress of 0.3 GPa act through one bridge per area n^(−2/3), where n = 2.2 × 10²² cm⁻³ is the silicon density. The force is 0.24 eV/nm. The silicon spacing is 2r sin(θ/2), with r = 0.161 nm, and changes with angle at the rate r cos(θ/2) = 0.042 nm/rad at 150°. The closing torque is about 0.010 eV/rad at 150° and 0.013 eV/rad at the peak near 141°, where the rate is larger. It is a small fraction of 0.224 eV/rad, and it lowers the peak by a further 0.4°. This is a rough size, since the force on a bridge depends on how the network shares the stress. It also assumes that the stress already acted when the angles froze, whereas much of the stress in a thermal oxide on silicon arises later, on cooling.

Quantum motion matters less still. For a separate three-atom bridge the bending quantum is 19 meV if the bend is treated as uncoupled from the bond stretches, and about 18 meV with the coupling, against kT = 129 meV. In the harmonic approximation this raises the variance of the angle by 0.2% above its classical value.

**Beside a real oxide**

The bond length and density used here are typical of silica, and a stress of a few tenths of a GPa is a reasonable rough size for a thermal oxide on silicon. Si-O-Si distributions inferred for silica are broad, with typical angles roughly in the 140s to about 150°, so the model lies in the right region. That does not establish its parameters, as the straight bond shows. The peak also depends on the assumed stiffness and freezing temperature. With θ0 = 150° and 1500 K held fixed, halving A to 1.5 eV moves the peak to 137.0°, and doubling it to 6 eV moves it to 144.5°. With A = 3 eV held fixed, freezing at 1000 K would give 143.3° and at 2000 K 139.6°. Real films also break the assumption of independent bridges at a single freezing temperature. The ring and stress estimates cover part of that, but not long-range electrostatic forces, the surrounding network or the cooling history. In particular, the peak keeps its high-temperature position in a cooled film only if the surroundings hold each angle at least several times more stiffly than the bond's own bending energy does. If they yield, the peak moves back towards θ0 on cooling.

The cold limit shows when the original belief becomes serviceable. If the same bridge were in classical equilibrium at 300 K, its peak would lie at 147.3°, less than 3° from the minimum. In the opposite limit, a → 0, the peak equation reduces to c ≈ ac0 and the peak drifts towards 90°, where the solid angle is largest. That limit belongs to the model and not to silica, whose network would not survive it. The remaining values are in the numerical output.

An angle distribution should therefore be labelled as counts per degree or counts per solid angle before its peak is interpreted. The first shows which angles are common. The second shows which angles the mean force favours, and only a separate account of the network can turn that into a statement about the bond.

Calculated quantities

```
Energy minimum theta0: 150.0 deg
Bending scale A: 3.00 eV
Freezing temperature: 1500 K
Thermal energy kT: 0.1293 eV
Ratio A/kT: 23.21
Bending stiffness at minimum: 0.750 eV/rad^2
Barrier at 180 deg: 0.0269 eV
Boltzmann factor at 180 deg: 0.812
Cosine at histogram peak: -0.7801
Histogram peak: 141.27 deg
Peak shift: -8.73 deg
First-order shift estimate: -17.10 deg
Mean angle of free bridge: 143.19 deg
Share above 170 deg, with sine: 3.27 %
Share above 170 deg, no sine: 16.82 %
Sampled top bin, per angle: 140.0 deg (width 5)
Sampled top bin, per solid angle: 150.0 deg (width 5)
Largest bin-share error: 0.061 % points
Peak if T = 300 K: 147.27 deg
Peak if T = 1000 K: 143.28 deg
Peak if T = 2000 K: 139.62 deg
Peak if A = 1.5 eV, 1500 K: 136.96 deg
Peak if A = 6.0 eV, 1500 K: 144.49 deg
Straight-bond scale B: 0.50 eV
Straight-bond histogram peak: 151.53 deg
Straight-bond small-angle value: 150.87 deg
Torque hiding the shift: 0.224 eV/rad
Film stress, compressive: 0.30 GPa
Si number density: 2.20e+22 cm^-3
Si-O bond length: 0.161 nm
Extra peak shift by stress: -0.429 deg
Bend quantum: 19.2 meV
Quantum rise of variance: 0.184 %
Ring bond spring: 3000 eV/nm^2
Ring O-Si-O spring: 5.0 eV/rad^2
Ring core distance: 0.25 nm
4-Si ring mean angle: 142.65 +- 0.05 deg
4-Si ring mean minus free: -0.53 deg
4-Si last minus other O: -0.04 +- 0.14 deg
6-Si ring mean angle: 143.68 +- 0.11 deg
6-Si ring mean minus free: 0.50 deg
6-Si last minus other O: 0.26 +- 0.19 deg
```
